# Scalar, vector and tensor dynamic polarisabilities derived in two ways: verification in Python

```python
"""Dynamic polarisabilities of a level J from rank-0,1,2 recoupling.

Result under test: for E(t) = (E0/2)(e exp(-i w t) + c.c.), the level has
  H_eff = -(E0^2/4) [ a_s - i a_v (e* x e).J/(2J)
          + a_t (3[(e*.J)(e.J)+(e.J)(e*.J)] - 2J^2)/(2J(2J-1)) ],
where a_s, a_v, a_t are sums over intermediate levels J' with weights
(-1)^(J+J') {1 1 K; J J J'} for K = 0, 1, 2.
Symbols: gap = E(J') - E(J), strength = |<J'||d||J>|^2, w = light frequency,
e = complex unit polarisation vector. Hartree atomic units throughout.
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j, clebsch_gordan

HALF = Rational(1, 2)
rng = np.random.default_rng(5)


def sign(n):
    return -1 if int(n) % 2 else 1


def six_j(*args):
    return float(wigner_6j(*args))


def m_values(j):
    return [j - i for i in range(int(2 * j) + 1)]


def spin_matrices(j):
    m = [float(x) for x in m_values(j)]
    jf = float(j)
    raising = np.zeros((len(m), len(m)), complex)
    for i in range(len(m) - 1):
        raising[i, i + 1] = sqrt(jf * (jf + 1) - m[i + 1] * (m[i + 1] + 1))
    lowering = raising.conj().T
    return np.array([(raising + lowering) / 2, (raising - lowering) / 2j,
                     np.diag(m).astype(complex)])


def rank_element(j, jp, K, strength, factor):
    """Reduced element of the recoupled second-order operator of rank K."""
    return (sign(K) * sqrt(2 * K + 1) * sign(j + jp)
            * six_j(1, 1, K, j, j, jp) * strength * factor)


def contributions(j, jp, strength, gap, w):
    """Scalar, vector and tensor contributions of one intermediate level."""
    even = 2 * gap / (gap**2 - w**2)
    odd = 2 * w / (gap**2 - w**2)
    x = float(j)
    scalar = -rank_element(j, jp, 0, strength, even) / sqrt(3 * (2 * x + 1))
    vector = (sqrt(2 * x / ((x + 1) * (2 * x + 1)))
              * rank_element(j, jp, 1, strength, odd))
    tensor = 0.0
    if j >= 1:
        tensor = (sqrt(2 * x * (2 * x - 1)
                       / (3 * (x + 1) * (2 * x + 1) * (2 * x + 3)))
                  * rank_element(j, jp, 2, strength, even))
    return np.array([scalar, vector, tensor])


def along(vector, matrices):
    return np.einsum('i,ijk->jk', vector, matrices)


def alpha_operator(j, J, parts, e):
    x = float(j)
    one = np.eye(J.shape[1])
    result = parts[0] * one - 1j * parts[1] * along(
        np.cross(e.conj(), e), J) / (2 * x)
    if j >= 1:
        A, B = along(e.conj(), J), along(e, J)
        result = result + parts[2] * (3 * (A @ B + B @ A)
                                      - 2 * x * (x + 1) * one) / (
                                          2 * x * (2 * x - 1))
    return result


# Recoupling identity, with matrices that do not commute
CG = {(K, a, b): float(clebsch_gordan(1, 1, K, a, b, a + b))
      for K in range(3) for a in (-1, 0, 1) for b in (-1, 0, 1)
      if abs(a + b) <= K}


def spherical(v):
    return {1: -(v[0] + 1j * v[1]) / sqrt(2), 0: v[2],
            -1: (v[0] - 1j * v[1]) / sqrt(2)}


def couple(x, y, K, q):
    return sum(CG[K, a, q - a] * np.dot(x[a], y[q - a])
               for a in (-1, 0, 1) if abs(q - a) <= 1)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


a_vec, b_vec = random_complex(3), random_complex(3)
U_op, V_op = random_complex(3, 4, 4), random_complex(3, 4, 4)
direct = along(a_vec, U_op) @ along(b_vec, V_op)
recoupled = sum(sign(K + q)
                * couple(spherical(a_vec), spherical(b_vec), K, q)
                * couple(spherical(U_op), spherical(V_op), K, -q)
                for K in range(3) for q in range(-K, K + 1))
assert np.allclose(direct, recoupled, atol=1e-11)

# Reduced elements and full operator against explicit magnetic sums
ellipse = np.array([1.0, 0.5j, 0.3 + 0.2j])
ellipse = ellipse / np.linalg.norm(ellipse)
magnetic_error = 0.0
for twice_j in range(1, 6):
    j = Rational(twice_j, 2)
    mj = m_values(j)
    for jp in (j - 1, j, j + 1):
        if jp < 0:
            continue
        mp = m_values(jp)
        up = {q: np.array([[sign(jp - m2) * float(
            wigner_3j(jp, 1, j, -m2, q, m1)) if m2 == q + m1 else 0.0
            for m1 in mj] for m2 in mp]) for q in (-1, 0, 1)}
        down = {q: sign(q) * up[-q].conj().T for q in (-1, 0, 1)}
        if twice_j <= 4:
            for K in range(min(2, twice_j) + 1):
                for q in range(-K, K + 1):
                    expected = np.array([[sign(j - m2) * float(
                        wigner_3j(j, K, j, -m2, q, m1))
                        if m2 == q + m1 else 0.0
                        for m1 in mj] for m2 in mj])
                    expected = expected * rank_element(j, jp, K, 1.0, 1.0)
                    assert np.allclose(couple(down, up, K, q), expected,
                                       atol=1e-12)
        cart = np.array([(up[-1] - up[1]) / sqrt(2),
                         1j * (up[-1] + up[1]) / sqrt(2), up[0]])
        absorb, emit = along(ellipse, cart), along(ellipse.conj(), cart)
        explicit = (absorb.conj().T @ absorb / (1.0 - 0.4)
                    + emit.conj().T @ emit / (1.0 + 0.4))
        formula = alpha_operator(j, spin_matrices(j),
                                 contributions(j, jp, 1.0, 1.0, 0.4), ellipse)
        magnetic_error = max(magnetic_error, np.abs(explicit - formula).max())
assert magnetic_error < 1e-12

# Rational weights relative to the scalar contribution of the same J'


def vector_ratio(j, jp):
    return 3 * (jp * (jp + 1) - j * (j + 1) - 2) / (2 * (j + 1))


def tensor_ratio(j, jp):
    if jp == j - 1:
        return Rational(-1)
    if jp == j:
        return (2 * j - 1) / (j + 1)
    return -j * (2 * j - 1) / ((j + 1) * (2 * j + 3))


for twice_j in range(2, 13):
    j = Rational(twice_j, 2)
    for jp in (j - 1, j, j + 1):
        s, v, t = contributions(j, jp, 1.7, 0.9, 0.35)
        assert abs(v / s * 0.9 / 0.35 - float(vector_ratio(j, jp))) < 1e-11
        assert abs(t / s - float(tensor_ratio(j, jp))) < 1e-11

# One-electron model in the uncoupled basis |L mL>|1/2 mS>
term_energy = {1: 0.0, 0: 0.101, 2: 0.139}
spin_orbit = {1: 0.002, 0: 0.0, 2: 0.002}
radial = {0: 2.0, 2: 3.0}          # radial integrals from P to S and to D
omega, field = 0.06, 1e-4
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * pi * np.arange(16) / 16
cos_t, ph = np.meshgrid(nodes, phi, indexing='ij')
solid = np.outer(node_weights, np.full(16, 2 * pi / 16))
sin_t = np.sqrt(1 - cos_t**2)
unit_r = [sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t]


def harmonic(l, m):
    n = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    y = norm * lpmv(n, l, cos_t) * np.exp(1j * n * ph)
    return y if m >= 0 else sign(n) * y.conj()


orbitals = [(l, m) for l in (1, 0, 2) for m in range(l, -l - 1, -1)]
Y = [harmonic(l, m) for l, m in orbitals]
r_orb = np.zeros((3, 9, 9), complex)
for p, (l1, _) in enumerate(orbitals):
    for q, (l2, _) in enumerate(orbitals):
        if (l1 == 1) != (l2 == 1):
            size = radial[l2 if l1 == 1 else l1]
            for i in range(3):
                r_orb[i, p, q] = size * np.sum(
                    solid * Y[p].conj() * unit_r[i] * Y[q])
L_orb = np.zeros((3, 9, 9), complex)
start = 0
for l in (1, 0, 2):
    n = 2 * l + 1
    L_orb[:, start:start + n, start:start + n] = spin_matrices(Rational(l))
    start += n
spin = spin_matrices(HALF)
dip = np.array([np.kron(x, np.eye(2)) for x in r_orb])
J_full = np.array([np.kron(L_orb[i], np.eye(2)) + np.kron(np.eye(9), spin[i])
                   for i in range(3)])
A_diag = np.diag([spin_orbit[l] for l, _ in orbitals])
H0 = np.kron(np.diag([term_energy[l] for l, _ in orbitals]), np.eye(2)) + sum(
    np.kron(A_diag @ L_orb[i], spin[i]) for i in range(3))
energies, states = np.linalg.eigh(H0)


def level_energy(l, j):
    x = float(j)
    return term_energy[l] + spin_orbit[l] / 2 * (
        x * (x + 1) - l * (l + 1) - 0.75)


def level_states(l, j):
    chosen = states[:, np.abs(energies - level_energy(l, j)) < 1e-9]
    assert chosen.shape[1] == int(2 * j + 1)
    return chosen


J0 = 3 * HALF
E_level = level_energy(1, J0)
basis = level_states(1, J0)
m_found, rotation = np.linalg.eigh(basis.conj().T @ J_full[2] @ basis)
basis = basis @ rotation[:, ::-1]
M = m_found[::-1]
assert np.allclose(M, [1.5, 0.5, -0.5, -1.5])
J_level = np.array([basis.conj().T @ x @ basis for x in J_full])

rows = []
for name, l, jp in (("S1/2", 0, HALF), ("D3/2", 2, 3 * HALF),
                    ("D5/2", 2, 5 * HALF)):
    orbital_sq = max(1, l) * radial[l]**2
    ls_six = six_j(l, jp, HALF, J0, 1, 1)
    strength = float((2 * J0 + 1) * (2 * jp + 1)) * ls_six**2 * orbital_sq
    upper = level_states(l, jp)
    summed = sum(np.sum(np.abs(upper.conj().T @ x @ basis)**2) for x in dip)
    assert abs(summed - strength) < 1e-10
    gap = level_energy(l, jp) - E_level
    rows.append((name, jp, gap, orbital_sq, ls_six, strength,
                 contributions(J0, jp, strength, gap, omega)))
total = sum(row[-1] for row in rows)

# Floquet diagonalisation: no perturbation theory and no recoupling


def floquet_alpha(e, amplitude, cut=3):
    n_state = len(H0)
    count = 2 * cut + 1
    big = np.zeros((count * n_state, count * n_state), complex)
    absorb = -amplitude / 2 * along(e, dip)
    for b in range(count):
        here = slice(b * n_state, (b + 1) * n_state)
        big[here, here] = H0 - (b - cut) * omega * np.eye(n_state)
        if b:
            before = slice((b - 1) * n_state, b * n_state)
            big[here, before] = absorb
            big[before, here] = absorb.conj().T
    quasi, vec = np.linalg.eigh(big)
    pick = np.argsort(np.abs(quasi - E_level))[:4]
    central = vec[cut * n_state:(cut + 1) * n_state, pick]
    left, _, right = np.linalg.svd(basis.conj().T @ central)
    frame = left @ right
    shift = frame @ np.diag(quasi[pick] - E_level) @ frame.conj().T
    return -4 * shift / amplitude**2


z_light = np.array([0, 0, 1], complex)
plus_light = -np.array([1, 1j, 0]) / sqrt(2)
limit_error = 0.0
for e in (ellipse, z_light, plus_light):
    predicted = alpha_operator(J0, J_level, total, e)
    weak, strong = floquet_alpha(e, field), floquet_alpha(e, 2 * field)
    ratio = np.abs(strong - predicted).max() / np.abs(weak - predicted).max()
    assert 3.8 < ratio < 4.2       # remaining error is of next order in E0^2
    limit = (4 * weak - strong) / 3
    limit_error = max(limit_error, np.abs(limit - predicted).max())
assert limit_error < 1e-4          # rounding and sixth order in the field

x0 = float(J0)
shape = (3 * M**2 - x0 * (x0 + 1)) / (x0 * (2 * x0 - 1))
alpha_lin = total[0] + total[2] * shape
alpha_plus = total[0] + total[1] * M / (2 * x0) - total[2] * shape / 2
fl_lin = np.diag(floquet_alpha(z_light, field)).real
fl_plus = np.diag(floquet_alpha(plus_light, field)).real
assert np.abs(fl_lin - alpha_lin).max() < 0.05
assert np.abs(fl_plus - alpha_plus).max() < 0.05

pc = const.physical_constants
to_mhz = pc["hartree-hertz relationship"][0] / 1e6
to_si = pc["atomic unit of electric polarizability"][0]
field_si = field * pc["atomic unit of electric field"][0]
intensity = const.epsilon_0 * const.c * field_si**2 / 2 / 1e4
print("Model level P3/2; all values in a.u. unless stated")
print(f"term energies P, S, D: {term_energy[1]:.3f} {term_energy[0]:.3f} "
      f"{term_energy[2]:.3f}")
print(f"spin-orbit constants P, D: {spin_orbit[1]:.3f} {spin_orbit[2]:.3f}")
print(f"radial integrals P-S, P-D: {radial[0]:.1f} {radial[2]:.1f}")
print(f"light frequency: {omega:.3f}; field amplitude E0: {field:.1e}")
print(f"intensity: {intensity:.4e} W/cm^2")
print(f"P3/2 - P1/2 splitting: {E_level - level_energy(1, HALF):.4f}")
for name, jp, gap, orbital_sq, ls_six, strength, part in rows:
    six = [six_j(1, 1, K, J0, J0, jp) for K in range(3)]
    den = gap**2 - omega**2
    print(f"{name}: gap {gap:.4f}, |<L'||d||L>|^2 {orbital_sq:.1f}, "
          f"LS 6j {ls_six:.6f}")
    print(f"  line strength {strength:.5f}")
    print(f"  6j for K=0,1,2: {six[0]:.6f} {six[1]:.6f} {six[2]:.6f}")
    print(f"  2gap/(gap^2-w^2) {2 * gap / den:.4f}, "
          f"2w/(gap^2-w^2) {2 * omega / den:.4f}")
    print(f"  vector ratio without w/gap {float(vector_ratio(J0, jp)):.4f}, "
          f"tensor ratio {float(tensor_ratio(J0, jp)):.4f}")
    print(f"  scalar, vector, tensor part: {part[0]:.4f} {part[1]:.4f} "
          f"{part[2]:.4f}")
for label, value in zip(("scalar", "vector", "tensor"), total):
    print(f"total {label}: {value:.4f} a.u. = {value * to_si:.4e} C^2 m^2/J")
print("M, alpha linear z, Floquet, shift in MHz")
for i in range(4):
    print(f"  {M[i]:+.1f} {alpha_lin[i]:.4f} {fl_lin[i]:.4f} "
          f"{-field**2 / 4 * alpha_lin[i] * to_mhz:.2f}")
print("M, alpha for e = -(x+iy)/sqrt2, Floquet, shift in MHz")
for i in range(4):
    print(f"  {M[i]:+.1f} {alpha_plus[i]:.4f} {fl_plus[i]:.4f} "
          f"{-field**2 / 4 * alpha_plus[i] * to_mhz:.2f}")
print(f"largest error, explicit magnetic sums: {magnetic_error:.1e}")
print(f"largest error, weak-field Floquet limit: {limit_error:.1e} a.u.")
print("checks complete")
```

Output:

```
Model level P3/2; all values in a.u. unless stated
term energies P, S, D: 0.000 0.101 0.139
spin-orbit constants P, D: 0.002 0.002
radial integrals P-S, P-D: 2.0 3.0
light frequency: 0.060; field amplitude E0: 1.0e-04
intensity: 3.5094e+08 W/cm^2
P3/2 - P1/2 splitting: 0.0030
S1/2: gap 0.1000, |<L'||d||L>|^2 4.0, LS 6j -0.408248
  line strength 5.33333
  6j for K=0,1,2: -0.288675 0.263523 -0.204124
  2gap/(gap^2-w^2) 31.2500, 2w/(gap^2-w^2) 18.7500
  vector ratio without w/gap -3.0000, tensor ratio -1.0000
  scalar, vector, tensor part: 13.8889 -25.0000 -13.8889
D3/2: gap 0.1350, |<L'||d||L>|^2 18.0, LS 6j 0.091287
  line strength 2.40000
  6j for K=0,1,2: 0.288675 -0.105409 -0.163299
  2gap/(gap^2-w^2) 18.4615, 2w/(gap^2-w^2) 8.2051
  vector ratio without w/gap -1.2000, tensor ratio 0.8000
  scalar, vector, tensor part: 3.6923 -1.9692 2.9538
D5/2: gap 0.1400, |<L'||d||L>|^2 18.0, LS 6j -0.223607
  line strength 21.60000
  6j for K=0,1,2: -0.288675 -0.158114 -0.040825
  2gap/(gap^2-w^2) 17.5000, 2w/(gap^2-w^2) 7.5000
  vector ratio without w/gap 1.8000, tensor ratio -0.2000
  scalar, vector, tensor part: 31.5000 24.3000 -6.3000
total scalar: 49.0812 a.u. = 8.0924e-40 C^2 m^2/J
total vector: -2.6692 a.u. = -4.4010e-41 C^2 m^2/J
total tensor: -17.2350 a.u. = -2.8417e-40 C^2 m^2/J
M, alpha linear z, Floquet, shift in MHz
  +1.5 31.8462 31.8461 -523.84
  +0.5 66.3162 66.3155 -1090.85
  -0.5 66.3162 66.3155 -1090.85
  -1.5 31.8462 31.8461 -523.84
M, alpha for e = -(x+iy)/sqrt2, Floquet, shift in MHz
  +1.5 56.3641 56.3640 -927.14
  +0.5 40.0188 40.0186 -658.28
  -0.5 40.9085 40.9083 -672.91
  -1.5 59.0333 59.0331 -971.05
largest error, explicit magnetic sums: 3.3e-16
largest error, weak-field Floquet limit: 7.0e-08 a.u.
checks complete
```
